# Why drain bias shortens the tunnelling path as well as lowering it

**Question.** In a very short transistor that is nearly switched off, electrons can tunnel from source to drain through the channel barrier. Raising the drain voltage lowers the top of that barrier. Why can the tunnelling grow by more than the lower top alone would give, and how large is the extra part?

**Answer.**

## What the drain does to the barrier

An electron at fixed energy $E$ must cross the region where the potential energy $U(x)$ exceeds $E$. Two things set the difficulty: how fast the wave decays there, which depends on $U-E$, and how long the region is. On a barrier with sloping sides, lowering $U$ also moves the points where $U=E$ towards each other. The wave then decays more slowly, over a shorter distance.

The phrase "barrier lowering" therefore needs a definition. If it means lowering the height while the forbidden path is held fixed, the shorter path is an additional effect. If it means moving the whole potential curve down, the shortening is already included. I use the first meaning to separate the effects, and return to the second below.

Take one dimension, one effective mass $m$ and no scattering. Let $x=0$ be the source end of the channel and measure energy from the source conduction-band edge. The model barrier is

$$U(x)=4U_0\frac{x}{L}\left(1-\frac{x}{L}\right)-D\frac{x}{L}.$$

Here $U_0$ is the height without tilt and $L$ the base length. The tilt energy $D=\eta qV$ is the part of the drain energy $qV$ that appears across $L$, with $q>0$ the elementary charge. The gate screens the rest, so $\eta<1$. I take $E>0$ and $0\le D<4U_0$.

## The tilted parabola keeps its curvature

Collect the powers of $x$:

$$U(x)=\frac{4U_0-D}{L}x-\frac{4U_0}{L^2}x^2 .$$

Setting $U'(x)=0$ gives the position of the top,

$$x_m=\frac{L(4U_0-D)}{8U_0}=\frac L2\left(1-\frac{D}{4U_0}\right).$$

At the top of a parabola through the origin, $U$ is half the linear term, so

$$U_m=\frac{(4U_0-D)x_m}{2L}=\frac{(4U_0-D)^2}{16U_0}=U_0\left(1-\frac{D}{4U_0}\right)^2 .$$

Completing the square then gives

$$U(x)=U_m-\frac{4U_0}{L^2}(x-x_m)^2 .$$

The coefficient of the square does not contain $D$. A linear tilt moves the parabola sideways and down without changing its curvature.

Define the height above the electron energy, $h=U_m-E$. The turning points satisfy $U=E$, hence

$$x_{1,2}=x_m\mp\frac w2,\qquad w=L\sqrt{\frac{h}{U_0}} .$$

Let $h_0=U_0-E$ and $w_0$ be the values without tilt, and let $r=h/h_0$. Then $w=w_0\sqrt r$.

Both ends move inward, but unequally. Differentiating $U(x_i,D)=E$ with respect to $D$ gives

$$-\frac{x_i}{L}+U'(x_i)\frac{dx_i}{dD}=0,\qquad \frac{dx_i}{dD}=\frac{x_i}{L\,U'(x_i)} .$$

The slope is positive at $x_1$ and negative at $x_2$, with equal magnitude. Since $x_2>x_1>0$, the drain-side point moves faster, in the ratio $x_2/x_1$.

A barrier at energy $E$ remains while $U_m>E$, which means $D<4U_0(1-\sqrt{E/U_0})$.

## The exponent and its two factors

In the forbidden region the local decay constant is $\kappa(x)=\sqrt{2m(U-E)}/\hbar$. Write $x=x_m+(w/2)\sin\theta$. Then $U-E=h\cos^2\theta$ and $\kappa=\kappa_m\cos\theta$, where $\kappa_m=\sqrt{2mh}/\hbar$. The action is

$$S=\int_{x_1}^{x_2}\kappa\,dx=\frac{w\kappa_m}{2}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{4}w\kappa_m .$$

Tilt multiplies $\kappa_m$ by $\sqrt r$ and $w$ by $\sqrt r$. Therefore

$$2S=2S_0\,r .$$

On a logarithmic scale the two factors contribute equally.

To isolate the lower height, imagine a parabolic arch with the old path $w_0$ and the new height $h$. Its exponent is $2S_0\sqrt r$. An arch with the old height and the new path has the same exponent. The drop caused by the full tilt, divided by the drop at fixed path, is

$$\frac{2S_0(1-r)}{2S_0(1-\sqrt r)}=1+\sqrt r ,$$

because $1-r=(1-\sqrt r)(1+\sqrt r)$. For small tilt the ratio approaches two. As the top approaches $E$, $r\to0$ and the ratio approaches one: the lower height alone then removes nearly the whole exponent.

The separate drops cannot simply be added. Expansion of the right side confirms that

$$1-r=2(1-\sqrt r)-(1-\sqrt r)^2 .$$

The last term is an overlap: shortening the path saves less once the decay is already slower.

## From exponent to transmission

With $u=x-x_m$, write the parabola as $U-E=h-m\omega^2u^2/2$. Comparing coefficients gives $m\omega^2/2=4U_0/L^2$, so

$$\hbar\omega=\frac{\hbar}{L}\sqrt{\frac{8U_0}{m}} .$$

Since $w=2\sqrt{2h/(m\omega^2)}$, the product $w\kappa_m$ equals $4h/(\hbar\omega)$. Hence $2S=2\pi h/(\hbar\omega)$.

For a parabola that continues without limit on both sides, the transmission follows from the Schrödinger equation. Set $\xi=u\sqrt{m\omega/\hbar}$ and $a=2h/(\hbar\omega)$:

$$\psi''+(\xi^2-a)\psi=0 .$$

Far to the right, the phase is $\int\sqrt{\xi^2-a}\,d\xi\simeq\xi^2/2-(a/2)\ln\xi$, and the amplitude falls as $\xi^{-1/2}$. The transmitted wave is thus

$$\psi\simeq\xi^{-1/2-ia/2}e^{i\xi^2/2}.$$

Continue it to the left along a large arc $\xi=|\xi|e^{i\theta}$, with $\theta$ running from $0$ to $\pi$. In the first quadrant this wave is the decaying solution, so no growing one is mixed in. In the second quadrant it is the growing solution, so its coefficient is not altered by any decaying part that appears. On the left, $e^{i\xi^2/2}$ has local wavenumber $\xi<0$ and is the reflected wave. Its amplitude has acquired the factor

$$(e^{i\pi})^{-1/2-ia/2}=e^{-i\pi/2}e^{\pi a/2}.$$

For unit transmitted flux the reflected flux is $e^{\pi a}=e^{2S}$. Flux conservation makes the incident flux $1+e^{2S}$, and

$$T=\frac{1}{1+e^{2S}} .$$

When both exponents are large, the gain in transmission is close to $e^{2S_0(1-r)}$.

## Where the factor of two comes from

The split can also be seen in the potential itself. Under a small change $\delta U(x)$,

$$\delta(2S)=\frac{2m}{\hbar^2}\int_{x_1}^{x_2}\frac{\delta U}{\kappa}\,dx .$$

The moving end points add no separate term at first order, because $\kappa=0$ there. With the substitution above, $dx/\kappa=(w/2\kappa_m)\,d\theta$, so the integral weights all $\theta$ equally.

Lowering the whole curve by $\delta$ gives $\delta U=-\delta$ everywhere. Lowering an arch by $\delta$ at fixed path gives $\delta U=-\delta\cos^2\theta$, because its ends are pinned at $E$. The average of $\cos^2\theta$ is one half. Pinning the ends therefore loses half of the first-order reduction. The "shorter path" effect is the lowering near the ends, where $1/\kappa$ is large. It is not a second force.

For the tilt, $\delta U=-(x/L)\,\delta D$. The average of $x$ over $\theta$ is $x_m$, and $w/\kappa_m=2\hbar/(m\omega)$, so

$$\frac{d(2S)}{dD}=-\frac{2m}{\hbar^2}\,\frac{\pi w}{2\kappa_m}\,\frac{x_m}{L}=-\frac{2\pi}{\hbar\omega}\frac{x_m}{L}.$$

This agrees with differentiating $2\pi(U_m-E)/(\hbar\omega)$, since $dU_m/dD=-x_m/L$.

Because the exponent depends on $U_m-E$ and the unchanged curvature, an untilted parabola moved down by $U_0-U_m$ has the same exponent as the tilted one. For this shape, tilt adds nothing beyond such a rigid lowering.

The shape matters. For a rectangular barrier of length $L$ and height $h$ above $E$, a linear tilt leaves $h-Dx/L$ above $E$. If $D<h$, this is positive up to the far wall, and the path does not shorten. If $D>h$, the path ends at $x=Lh/D$.

## A 5 nm silicon channel

Take rough, round parameters for an ultra-scaled silicon gate-all-around transistor near turn-off: $L=5.0$ nm, $U_0=0.30$ eV, $m=0.19\,m_e$, $V=0.50$ V and $\eta=0.20$. The electron has $E=0.05$ eV, equal to the assumed source Fermi energy. Thus $D=0.20\times0.50=0.10$ eV.

The top falls to

$$U_m=0.30\left(1-\frac{0.10}{1.20}\right)^2=0.252\ \text{eV},$$

a lowering of 48 meV. The height above $E$ changes from 0.250 to 0.202 eV, so $r=0.808$ and $\sqrt r=0.899$.

The path shortens from 4.56 to 4.10 nm. The source-side turning point moves from 0.218 to 0.240 nm, the drain-side one from 4.78 to 4.34 nm. Nearly all the shortening is on the drain side.

With $\hbar\omega=0.196$ eV, the comparison at fixed $E$ is:

| Barrier | $2S$ | $T$ | Gain |
|---|---:|---:|---:|
| No tilt | 8.01 | $3.34\times10^{-4}$ | 1 |
| Lower height, old path | 7.20 | $7.48\times10^{-4}$ | 2.24 |
| Full tilt | 6.47 | $1.55\times10^{-3}$ | 4.63 |

The exponent drops by 0.81 at fixed path and by 1.53 in full, a ratio of $1+\sqrt r=1.90$. The shorter path supplies a further factor $4.63/2.24=2.07$. The overlap is 0.08, and indeed $2\times0.808-0.082=1.534$. Direct numerical solution of the Schrödinger equation for these three unbounded parabolas agrees with the tabulated transmissions within 0.2%.

## Finite contacts and the current

A real barrier does not continue without limit. Let the source be flat at zero energy for $x<0$, and let the parabola continue beyond $L$ until it meets a flat drain band edge at $-qV$. With $V$ held at 0.50 V, the numerical Schrödinger solution gives $T=4.99\times10^{-4}$ without tilt and $2.38\times10^{-3}$ with it. Both are about 1.5 times the unbounded values, but their ratio, 4.77, is close to 4.63.

Holding $V$ fixed matters here. At $V=0$ the same untilted barrier transmits $8.97\times10^{-4}$, so the gain from $V=0$ to the tilted case is only 2.65. The forbidden region of the untilted barrier is identical at the two voltages. The difference between its transmissions therefore comes from the allowed region on the drain side, where the wave is matched to a different potential. A comparison between two drain voltages mixes this contact effect with the change of the barrier.

The current adds electrons of all energies. At 300 K and $V=0.50$ V, one spin-degenerate mode of the finite barrier carries 4.1 nA without tilt and 17.6 nA with it, a gain of 4.28. Electrons below the respective barrier top carry 98.1% and 97.2% of these currents.

This dominance of tunnelling depends on length. Well above the Fermi energy and well below the top, the occupation falls as $e^{-E/k_BT_{\rm abs}}$, with $T_{\rm abs}$ the temperature, while the transmission rises as $e^{2\pi E/\hbar\omega}$. Low energies win when

$$k_BT_{\rm abs}<\frac{\hbar\omega}{2\pi}.$$

Here the two sides are about 26 and 31 meV. Since $\hbar\omega\propto1/L$, they become equal near $L=5\times31/26\approx6$ nm at the same $U_0$, $m$ and temperature. The change is gradual: at that length most of the current still passes below the top. In substantially longer channels the current in this model shifts to energies near and above the top, and the shorter path at low energy loses its importance for the total.

## How close this is to a real transistor

A 5 nm channel belongs to research devices; production gate lengths are longer, roughly 15 nm or more. The model's top lowering of 96 mV per drain volt is also large for a transistor with good gate control, where a few tens are a rough typical value. A smaller $\eta$ would reduce both effects.

One correction to the gain at fixed $V$ comes from the band structure. Deep below the conduction band, decay is slower than the single-mass formula says. A two-band form replaces $U-E$ by $(U-E)[1-(U-E)/E_g]$ in $\kappa^2$. With $E_g=1.12$ eV the exponents become 7.30 without tilt, 6.69 at fixed path and 6.02 with full tilt. The exponential gain falls from about 4.6 to 3.6, and the fixed-path gain from 2.2 to 1.8. This choice of $E_g$ is illustrative and probably overstates the effect. Silicon has an indirect gap, so the decaying branch that leaves a conduction valley does not close on the 1.12 eV gap; the direct gap at the valley is about 4 eV, and the effective value of $E_g$ in this formula depends on the channel direction. For the light-mass valleys of a $\langle100\rangle$ channel it is several eV, and the gain then stays above 4.

The ratio of drops is now $(7.301-6.015)/(7.301-6.691)=2.11$, above the single-mass value. The reason follows from the small-change formula. Differentiating $\kappa$ adds a weight $[1-2(U-E)/E_g]/\sqrt{1-(U-E)/E_g}$, which is smallest at the centre of the barrier. Lowering at fixed path acts mainly at the centre, so it loses more than rigid lowering does.

Other effects are smaller for these numbers or are excluded by energy:

- Valleys with mass $0.92\,m_e$ along the channel transmit $6.5\times10^{-7}$ with tilt at the same height above $E$, far below the light-mass value. This compares one energy only. Their share of the current is larger than this ratio suggests, because heavy electrons cross mostly at energies near the barrier top.
- The channel valence-band maximum lies 0.32 eV below the drain conduction-band edge even without tilt, so there is no energy window for band-to-band tunnelling between them.
- The peak field, 3.8 MV/cm where the parabola meets the drain, is far above the rough breakdown field of bulk silicon. It partly reflects the abrupt end of the model potential. An electron with $E=0.05$ eV nevertheless reaches at most 0.55 eV of kinetic energy, less than the gap, and cannot create an electron–hole pair by itself.

The mass $0.19\,m_e$ is the bulk value, and confinement in a narrow wire raises it. Since $2S\propto\sqrt m$, a larger mass increases both the full gain and the extra factor at fixed energy, and $\hbar\omega/2\pi$ falls to $k_BT_{\rm abs}$ near $0.28\,m_e$ at this length. Scattering, the channel's own charge and changes of transverse confinement along the channel have not been sized. Each can alter the barrier or the current, so the nanoampere values describe this model rather than predict a particular device. The numerical output below gives the remaining digits.

## Computed results

```
base length L = 5.0 nm; height U0 = 0.30 eV
mass = 0.19 m_e; energy E = 0.05 eV
drain V = 0.50 V; eta = 0.20; tilt D = 0.100 eV
temperature = 300 K; source Fermi energy = 0.05 eV
hbar omega = 0.1962 eV
limiting tilt for a barrier at E = 0.710 eV
top with tilt = 0.2521 eV at x = 2.292 nm
top lowering = 47.9 meV
top lowering per drain volt = 95.8 meV/V
height above E: 0.2500 -> 0.2021 eV; r = 0.8083
sqrt(r) = 0.8991
turning points, no tilt = 0.218, 4.782 nm
turning points, tilt = 0.240, 4.344 nm
forbidden path: 4.564 -> 4.104 nm
peak decay constant: 1.1166 -> 1.0039 1/nm
exponent 2S, no tilt = 8.005
exponent 2S, lower top at fixed path = 7.197
exponent 2S, full tilt = 6.471
exponent drop: fixed path 0.808; full 1.534
ratio of drops = 1.899
overlap of the separate drops = 0.082
d(2S)/dD at this tilt = -14.68 1/eV
T, no tilt = 3.335e-04
T, fixed path = 7.479e-04; full tilt = 1.545e-03
gain in T: fixed path 2.242; full 4.633
extra gain factor from shorter path = 2.066
-- finite barrier, Schrodinger equation --
barrier meets drain edge at: 6.582 (no tilt), 6.250 nm
T at V = 0.5 V: no tilt 4.988e-04; tilt 2.378e-03
gain from tilt at fixed V = 4.768
T at V = 0 = 8.967e-04; gain from V = 0: 2.652
current per mode: no tilt 4.114; tilt 17.625 nA
current gain from tilt = 4.284
share below top: no tilt 98.1 %
share below top: tilt 97.2 %
-- other neglected effects --
two-band gap used = 1.12 eV
two-band 2S: no tilt 7.301; fixed path 6.691
two-band 2S: full tilt 6.015
two-band exp(drop): fixed path 1.841
two-band exp(drop): full tilt 3.616
heavy valley mass = 0.92 m_e; T with tilt = 6.54e-07
band-to-band margin, untilted top = 0.320 eV
peak field at drain end = 3.80 MV/cm
largest kinetic energy at drain for E = 0.55 eV
```
